# Linear tetrahedron integration of squared velocity for a cubic band

## A chain, where the error is first order

Take a one-dimensional band $f(x)=-2\cos x$, with energy in units of the hopping and $x$ the wave number times the lattice constant. The squared velocity is proportional to $w(x)=\sin^2x$. At energy $E$ the level points are $\pm x_0$, with $f(x_0)=E$, and

$$\int_{-\pi}^{\pi}\frac{dx}{2\pi}\,w\,\delta(E-f)=\frac{2w(x_0)}{2\pi f'(x_0)}=\frac{\sin x_0}{2\pi}.$$

Now replace $f$ and $w$ by straight lines between nodes of spacing $\eta$. If $x_0$ lies a fraction $u$ of the way through its cell, the slope of the chord is

$$\frac{f(x_0+(1-u)\eta)-f(x_0-u\eta)}{\eta}=f'+\left(\tfrac12-u\right)\eta f''+O(\eta^2).$$

The interpolated level point and weight are wrong only by $O(\eta^2)$, but the slope is wrong by $O(\eta)$, and it stands in the denominator. The relative error is therefore $-(\tfrac12-u)\eta f''/f'$: first order, with a sign that depends on where the level point falls, and zero mean over $u$.

In three dimensions a curved Fermi surface passes through cells at all values of $u$. This averaging gains one power of $\eta$, provided the surface curves in both directions wherever its normal lies along a grid axis, as it does for the band studied below. A cylindrical surface, as in a strictly two-dimensional band, curves in one direction only and gains half a power, leaving an oscillating error of order $\eta^{3/2}$. A second-order error remains, with a steady part and a part that oscillates with the grid size.

## What is integrated

The band is

$$\epsilon=-2t(\cos k_xa+\cos k_ya+\cos k_za).$$

For electrons of charge $-e$ in a field $F$ along $x$, $\hbar\dot k_x=-eF$. With a constant relaxation time $\tau$, the linear steady Boltzmann equation is

$$-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{\delta f}{\tau}\quad\Rightarrow\quad \delta f=eF\tau v_x\frac{\partial f_0}{\partial\epsilon}.$$

The current density is $-2e\int v_x\,\delta f\,d^3k/(2\pi)^3$, the 2 counting spin. At zero temperature $-\partial f_0/\partial\epsilon=\delta(E_F-\epsilon)$, so

$$\sigma=2e^2\tau\,\Sigma(E_F),\qquad \Sigma(E)=\int\frac{d^3k}{(2\pi)^3}v_x^2\,\delta(E-\epsilon).$$

From here on, energies are in units of $t$ and $(x,y,z)=a\mathbf k$. Then $v_x=v_0\sin x$ with $v_0=2ta/\hbar$. The volume element supplies $a^{-3}$ and the delta function $t^{-1}$:

$$\Sigma=\frac{v_0^2}{ta^3}S,\qquad S=\langle w\,\delta(E-\epsilon)\rangle,\qquad g=\langle\delta(E-\epsilon)\rangle.$$

Angle brackets denote the average over the Brillouin zone, $w=\sin^2x$, and $g$ is the dimensionless density of states per cell and spin.

## One tetrahedron

Let a tetrahedron of volume $V$ have corner energies $e_1\le e_2\le e_3\le e_4$. Write $e_{ij}=e_i-e_j$ and $f_{ij}=(E-e_i)/(e_j-e_i)$, the fractional position of the level on edge $ij$. With linear energy, the level set is a flat polygon. A piece of area $A$ contributes $A/|\nabla\epsilon|$ to the delta integral. Join that piece to corner $i$: the height is $|E-e_i|/|\nabla\epsilon|$, so the pyramid has volume $V_i=A|E-e_i|/(3|\nabla\epsilon|)$ and

$$\frac{A}{|\nabla\epsilon|}=\frac{3V_i}{|E-e_i|}.$$

**Lowest interval, $e_1<E\le e_2$.** The section is a triangle cutting off corner 1. The cut volume is $Vf_{12}f_{13}f_{14}$, hence

$$\int\delta(E-\epsilon)=\frac{3V(E-e_1)^2}{e_{21}e_{31}e_{41}}.$$

**Highest interval, $e_3<E<e_4$.** The same argument at corner 4 gives $3V(e_4-E)^2/(e_{41}e_{42}e_{43})$.

**Middle interval, $e_2<E\le e_3$.** The section is a quadrilateral with corners $P_{13},P_{14},P_{24},P_{23}$ in that order, where $P_{ij}$ lies on edge $ij$. Split it along $P_{13}P_{24}$. A volume with apex 1, relative to $V$, is the absolute determinant of the other three barycentric coordinates. For the first triangle,

$$\left|\det\begin{pmatrix}0&f_{13}&0\\0&0&f_{14}\\1-f_{24}&0&f_{24}\end{pmatrix}\right|=f_{13}f_{14}(1-f_{24}).$$

For $P_{13},P_{24},P_{23}$ the rows are $(0,f_{13},0)$, $(1-f_{24},0,f_{24})$, $(1-f_{23},f_{23},0)$, giving $f_{13}f_{24}(1-f_{23})$. Since $f_{13}/(E-e_1)=1/e_{31}$, the two contributions are

$$T_1=\frac{3Vf_{14}(1-f_{24})}{e_{31}},\qquad T_2=\frac{3Vf_{24}(1-f_{23})}{e_{31}}.$$

A linear weight averages over a triangle to the mean of its three corner values. Multiplying each triangle's contribution by that mean gives the weighted integral. These formulas were tested on random tetrahedra against volume quadrature.

## Algorithm

```
input N, E, offset
evaluate energy and w at the N^3 periodic nodes
for each cube with min(corners) < E <= max(corners):
    for each permutation p of the three axes:
        corners: 0, p1, p1+p2, p1+p2+p3
        sort the corner energies; carry w along
        select the interval containing E
        add triangle contributions to g
        add contribution * mean corner w to S
divide both sums by 6 N^3
```

The six axis permutations fill the cube, each tetrahedron having one sixth of its volume. The spacing is $\eta=2\pi/N$. Velocities at nodes are analytic.

This band has a special property. It is a sum of functions of one coordinate, so the sum of their linear interpolants is affine throughout a cube and matches all eight corners. All six tetrahedra therefore share one energy plane, and likewise one linear $w$. The convergence study below does not probe the choice of cube diagonal. Hopping that couples coordinates removes this property and changes the error coefficient.

## An independent reference value

Fix $x=\theta$. The other two coordinates must supply energy $X=E+2\cos\theta$. Their density is found by setting $y=p+q$, $z=p-q$, which preserves the uniform average and gives $\cos y+\cos z=2\cos p\cos q$. The average over $p$ of $\delta(X+4\cos q\cos p)$ is $1/(\pi\sqrt{16\cos^2q-X^2})$ where the root is real. Four equal quarters in $q$ then give, with $m=1-X^2/16$,

$$\rho_2(X)=\frac{4}{2\pi^2}\int_0^{\arcsin\sqrt m}\frac{dq}{4\sqrt{m-\sin^2q}}=\frac{K(m)}{2\pi^2}.$$

The last step uses $\sin q=\sqrt m\sin\phi$, which turns the integral into $K(m)=\int_0^{\pi/2}d\phi/\sqrt{1-m\sin^2\phi}$. Thus

$$g=\frac1\pi\int_0^\pi\rho_2(E+2\cos\theta)\,d\theta,$$

with $\rho_2=0$ for $|X|>4$; $S$ has the extra factor $\sin^2\theta$.

A relation between $S$ and $g$ is needed next. Since $\partial_x\epsilon=2\sin x$ and $\partial_x\Theta(E-\epsilon)=-\delta(E-\epsilon)\,\partial_x\epsilon$, where $\Theta$ is the step function, integration by parts gives

$$S=-\tfrac12\langle\sin x\,\partial_x\Theta\rangle=\tfrac12\langle\cos x\,\Theta\rangle=-\tfrac1{12}\langle\epsilon\,\Theta\rangle.$$

The last equality uses cubic symmetry: $\langle\cos x\,\Theta\rangle$ is one third of the sum over axes, and that sum of cosines is $-\epsilon/2$. Differentiating, $S'=-Eg/12$. Finite differences of the reference confirm this.

## The steady second-order error

For a smooth function of one coordinate, the interpolant minus the function is $\tfrac12\eta^2u(1-u)f''$ at leading order. Call the resulting errors $\delta\epsilon$ and $\delta w$. Writing the delta function as an energy derivative of a step,

$$S_N=\frac{d}{dE}\langle(w+\delta w)\,\Theta(E-\epsilon-\delta\epsilon)\rangle,$$

and expanding to first order,

$$S_N-S=\langle\delta w\,\delta(E-\epsilon)\rangle-\frac{d}{dE}\langle w\,\delta\epsilon\,\delta(E-\epsilon)\rangle.$$

Average over all grid offsets. Because $u(1-u)$ has mean $1/6$, the mean errors are $\eta^2w''/12$ and $\eta^2\nabla^2\epsilon/12$. Here $\nabla^2\epsilon=-\epsilon$ and $w''=2\cos2x=2-4w$. The delta function sets $\epsilon=E$, so

$$\overline{S_N}-S=\frac{\eta^2}{12}\left[2g-4S+\frac{d(ES)}{dE}\right]+O(\eta^4).$$

Using $d(ES)/dE=S+ES'=S-E^2g/12$, the coefficient of $\eta^2$ is

$$C=\frac{1}{12}\left[g\left(2-\frac{E^2}{12}\right)-3S\right].$$

This holds at fixed energy away from van Hove points. Averages over 16 offsets agree with it at four energies, on both closed and open surfaces.

## The oscillating second-order error

A single grid has a further term of the same order. Use

$$\tfrac12u(1-u)=\tfrac1{12}-\tfrac12B_2(u),\qquad B_2(u)=u^2-u+\tfrac16=\sum_{n\ge1}\frac{\cos2\pi nu}{\pi^2n^2}.$$

For a grid with a node at the zone centre, the $n$th oscillating part of the $x$ contribution to $\delta\epsilon$ is

$$-\frac{\eta^2}{2\pi^2n^2}(2\cos x)\cos Gx,\qquad G=\frac{2\pi n}{\eta}.$$

Rapid oscillation cancels over the surface except where its normal points along $x$. For $-6<E<-2$ these points are $(\pm x_0,0,0)$, with $\cos x_0=-E/2-2$. Near the positive one, set $v=2\sin x_0$ and $r^2=y^2+z^2$; the surface is $x=x_0-r^2/v$. With $s=r^2$, the endpoint contribution is

$$\frac{\pi}{v}\int_0^\infty ds\,\cos\!\left(Gx_0-\frac{Gs}{v}\right)=\frac{\pi}{G}\sin Gx_0,$$

where a slowly decaying factor defines the integral. Since $dx_0/dE=1/v$, the leading energy derivative is $(\pi/v)\cos Gx_0$. Two minus signs cancel, there are two stationary points, and the zone average supplies $1/(2\pi)^3$. The contribution is

$$\frac{\eta^2}{2\pi^2n^2}\,\frac{2}{8\pi^3}\,\sin^2x_0\,(2\cos x_0)\,\frac{\pi}{2\sin x_0}\cos Gx_0
=\frac{\eta^2\sin2x_0}{16\pi^4n^2}\cos Gx_0.$$

Summing over $n$ gives

$$S_N-S\simeq\eta^2(C+D),\qquad D=\frac{\sin2x_0}{16\pi^2}B_2\!\left(\left\{\frac{x_0}{\eta}\right\}\right),$$

where braces take the fractional part. Oscillations in $y$ and $z$ are weaker by another power of $\eta$, because $w$ vanishes at their stationary points. Oscillations of $\delta w$ are also weaker, because no energy derivative acts on them. This is a leading-order asymptotic result, not a rigorous error bound. For $|E|<2$ the stationary points are saddle-shaped and the oscillating function differs, but the mean $C$ does not, and the oscillation is still of order $\eta^2$ in general. Its amplitude again carries the factor $\cos x_0$, now equal to $-E/2$, so at $E=0$ the leading oscillation vanishes and one of order $\eta^3$ remains; $D$ vanishes in the same way at $E=-4$.

**Small Fermi sphere.** Put $E=-6+\kappa^2$ with $\eta\ll\kappa\ll1$. Then $\epsilon+6\simeq x^2+y^2+z^2$, so $g\simeq\kappa/(4\pi^2)$ and $S\simeq\kappa^2g/3=\kappa^3/(12\pi^2)$. The bracket in $C$ tends to $-g$, while $x_0\simeq\kappa$. Dividing by $S$,

$$\frac{S_N-S}{S}\simeq\frac{\eta^2}{\kappa^2}\left(-\frac14+\frac32B_2\right).$$

As $B_2$ runs from $-1/12$ to $1/6$, the bracket runs from $-3/8$ to zero. What matters is the number of cells per Fermi radius, $\kappa/\eta$. A leading-order error below 1% for every alignment requires $\kappa/\eta\ge\sqrt{37.5}\simeq6.1$.

## Van Hove energies

The band has edges at $\pm6$ and saddles at $\pm2$. At distance $q$ from a saddle, $|\nabla\epsilon|\sim q$ and the conical level surface has area element of order $q\,dq$. The density-of-states integral is therefore of order $\int dq$. After cell averaging, the relative interpolation error scales as $(\eta/q)^2$. For $q>\eta$ this gives $\int_\eta dq\,\eta^2/q^2\sim\eta$, and the region $q\lesssim\eta$ also contributes $O(\eta)$. The density of states drops to first order.

For $S$, the velocity vanishes at the saddle and $w$ is at most of order $q^2$. The inner region contributes $O(\eta^3)$ and the outer one $O(\eta^2)$. Second order should survive. Second-order convergence of the density of states thus requires avoiding saddle energies; that of this transport integral does not.

From $N=20$ to 80, root-mean-square errors over offsets at $E=-2$ gave orders 0.93 for $g$ and 1.85 for $S$. At $E=-3.5$ both were close to 2. The value 1.85 is compatible with an $\eta^2$ error plus an $\eta^3$ correction, though that correction was not isolated.

## Worked example

Take a model metal with $t=1$ eV, $a=0.3$ nm, $\tau=10$ fs and $E_F=-3.5t$. The reference integrals are $g=0.05977$ and $S=0.030929$. With $v_0=9.1156\times10^5$ m/s,

$$\Sigma=\frac{(9.1156\times10^5)^2}{(1.6022\times10^{-19})(2.7\times10^{-29})}\,0.030929
=5.941\times10^{57}\ \mathrm{J^{-1}\,m^{-1}\,s^{-2}}.$$

Multiplication by $2e^2\tau$ gives $\sigma=3.050\times10^6$ S/m, or a resistivity of 32.8 microohm cm. At $N=48$ the tetrahedron result is $3.045\times10^6$ S/m, low by 0.18% relative to the reference. This is the integration error within the model; it says nothing about the accuracy of a one-band description with constant $\tau$.

The steady coefficient is

$$C=\frac{0.05977(2-12.25/12)-3(0.030929)}{12}=-0.002855.$$

Here $\cos x_0=-0.25$, so $x_0=1.8235$ and $D=-0.003066\,B_2$. The prediction can be compared grid by grid:

| $N$ | $B_2$ | $C+D$ | measured error$/\eta^2$ |
|---:|---:|---:|---:|
| 12 | $-0.083$ | $-0.00260$ | $-0.00241$ |
| 24 | $0.133$ | $-0.00326$ | $-0.00328$ |
| 48 | $0.102$ | $-0.00317$ | $-0.00320$ |
| 96 | $0.047$ | $-0.00300$ | $-0.00302$ |

The three successive error ratios are 2.9, 4.1 and 4.2. The first is far from 4 mainly because $D$ changes sign between $N=12$ and 24, not because the method has a lower order. A fit over many grids from 16 to 96 gives order 1.98. On finer grids, subtracting $D$ reduces the root-mean-square scatter about $C$ from $2.2\times10^{-4}$ to $2.2\times10^{-5}$.

For a relative error of $10^{-3}$, use the largest leading coefficient, reached at $B_2=1/6$:

$$N\ge2\pi\sqrt{\frac{0.002855+0.003066/6}{10^{-3}\times0.030929}}\simeq65.5.$$

This gives $N=66$. The largest error found for $N=66$ to 71 was 0.090%, within the request.

## Cost, stability and failure modes

Evaluating the nodes costs $O(N^3)$. A smooth surface crosses $O(N^2)$ cubes, so sorting and section formulas are applied to far fewer cells on a fine grid. Storing all eight corner arrays takes $8N^3$ numbers; processing the grid in slabs reduces this to $O(N^2)$. When node evaluation dominates, halving $\eta$ costs eight times more and reduces the error about fourfold.

**Equal corner energies.** The half-open intervals keep every denominator used positive. They also count a face lying exactly at $E$ from its lower-energy side, and not again from the other. A tetrahedron with all four energies equal to $E$ is different: its delta integral is undefined, and the scheme assigns it zero. A flat band needs another treatment.

**Extrapolation from two grids.** The combination $(4S_{2N}-S_N)/3$ cancels $C$, but leaves $\eta^2(D_{2N}-D_N)/3$, with $\eta$ the coarser spacing. It is still second order. Averaging over $M$ equally spaced offsets in each coordinate removes all leading harmonics except multiples of $M$, reducing the amplitude of $D$ by $M^2$. The offsets can be paired so that $M$ grids suffice, rather than $M^3$, because each leading harmonic involves one coordinate.

**Accidental cancellation.** $C$ vanishes near $E=-2.334$. There the offset-averaged error at $N=64$ was only about $-1.1\times10^{-5}\eta^2$. A convergence study at that energy alone would suggest too high an order for the averaged scheme.

**Loss of smoothness.** The derivation needs bounded second derivatives of energy and weight. Where bands cross and are relabelled by energy, a band can have a kink, and the coefficients above do not apply. Near a band edge, the condition $\eta\ll\kappa$ fails first: a pocket smaller than a cell may be missed entirely.

The numerical output below gives the remaining digits and checks.

## Computed results

```
hopping t = 1.000 eV
lattice constant a = 0.300 nm
relaxation time tau = 10.0 fs
Fermi energy E_F/t = -3.500 (dimensionless)
velocity scale v0 = 9.11560e+05 m/s
reference g = 0.05977097 (dimensionless)
reference S = 0.03092894 (dimensionless)
reference Sigma = 5.941031e+57 J^-1 m^-1 s^-2
reference conductivity = 3.050090e+06 S/m
reference resistivity = 32.7859 microohm cm
Gamma grid: N, S_N, relative error (%), error/eta^2
   12 0.03026845 -2.13549 -0.0024092
   24 0.03070411 -0.72693 -0.0032803
   48 0.03087419 -0.17701 -0.0031952
   96 0.03091600 -0.04182 -0.0030197
conductivity at N=48 = 3.044691e+06 S/m
fitted order, N=16 to 96 = 1.9810 (dimensionless)
mean coefficient C = -0.0028551 (dimensionless)
stationary angle x0 = 1.823477 rad
oscillation factor D/B2 = -0.0030657 (dimensionless)
rms of error/eta^2 - C = 2.197e-04 (dimensionless)
rms after subtracting D = 2.162e-05 (dimensionless)
offset mean at N=64: E/t, measured C, predicted C
  -5.00 -0.0022569 -0.0022561
  -3.50 -0.0028535 -0.0028551
  -1.00 +0.0034765 +0.0034710
  +0.00 +0.0029012 +0.0028951
C vanishes at E/t = -2.334287 (dimensionless)
measured C there = -1.074e-05 (dimensionless)
offset-rms orders from N=20 to 80: E/t, order of g, order of S
  -3.50 2.0101 2.0016
  -2.00 0.9273 1.8509
requested relative error = 0.100 %
estimated grid size N = 66 cells per axis
largest error for N to N+5 = 0.08986 %
largest tetrahedron test error = 1.33e-15 (dimensionless)
largest derivative test error = 2.01e-10 (dimensionless)
```
